Li's factorisation rules for metallic gratings in transverse-magnetic polarisation

**1. The decision: which matrix, and how many orders**

Whoever computes the thermal emission of a metallic grating by rigorous coupled-wave analysis must choose the number of Fourier orders and the matrix that represents multiplication by the permittivity. In transverse-magnetic (TM) polarisation the second choice largely decides the first. For the grating treated below, the converged emissivity is 0.3861. With orders −20 to 20 and Li's factorisation the error is 0.0027; with orders −160 to 160 and Laurent's rule in every product it is still 0.0054. The matrices have 41 and 321 rows. Since the operation count of a dense eigenvalue calculation grows roughly as the cube of the size, the less accurate result needs about (321/41)³ ≈ 480 times as many operations. The ratio of running times can be considerably smaller, because small matrices use a processor less efficiently. These figures belong to the model permittivity −20+30i. Good conductors at 4 µm have |ε| of several hundred and need many more orders. With ε = −600+130i in the same geometry the converged emissivity is 0.0269; Li's factorisation gives 0.0507 with orders −20 to 20 and 0.0276 with orders −160 to 160, and Laurent's rule gives 0.0355 with orders −160 to 160. Li's factorisation is still the better one at equal size, but 41 orders no longer suffice.

The rule behind this gain is selective. The inverse rule belongs to the product εE_x and not to εE_z. Used in both products, it loses the fast convergence of the modes.

**2. Field equations**

The grating is periodic in x with period Λ and uniform along y. Air grooves of width a and depth d separate metal ridges, which stand on a thick substrate of the same metal. The walls are vertical and z points into the metal. The materials are local, isotropic, non-magnetic and reciprocal. The time factor is exp(−iωt), so loss means Im ε > 0. Lengths in equations are in units of 1/k0 = λ/(2π), and the electric field is divided by the vacuum impedance.

In TM polarisation H = H_y lies along the grooves. The x and z components of ∇×H = −iεE and the y component of ∇×E = iH give

∂zH = iεE_x
∂xH = −iεE_z
∂zE_x − ∂xE_z = iH.

A plane wave incident at angle θ fixes the expansion

H = Σ_n h_n(z) exp(ik_n x), k_n = sin θ + 2πn/Λ.

Let K be the diagonal matrix of the k_n. Let T = [[ε]] and A = [[1/ε]] be the matrices with elements T_nm = ε_{n−m} and A_nm = (1/ε)_{n−m}, where the subscripts denote Fourier coefficients. All are cut to |n|, |m| ≤ N. Without the cut A = T⁻¹, and the formulations below agree. They differ through truncation alone.

**3. What happens at a wall**

At a vertical wall E_z and H are tangential and continuous. The normal component E_x jumps, but D_x = εE_x is continuous. Thus εE_z has one jumping factor, while εE_x has two whose jumps cancel.

Laurent's rule multiplies the retained coefficients of the two factors. To find its error in εE_x at a wall x_w, let Δε and ΔE be the jumps of ε and E_x. One integration by parts gives the leading coefficient of a function f with jump Δf:

f_n ≈ Δf exp(−2πinx_w/Λ)/(2πin).

If all m were kept in Σ_m ε_{n−m}E_m, summing over |n| ≤ N would give the partial Fourier sum of D_x, which tends to D_x because D_x is continuous. Laurent's truncated product lacks the terms with |m| > N. At x = x_w their phases cancel, and each is

ΔεΔE/[(2πi)²(n−m)m] = ΔεΔE/[4π²(m−n)m].

Set n = Nν and m = Nμ. For large N the sums become integrals, and positive and negative m contribute equally:

M = (ΔεΔE/2π²) ∫₁^∞ (dμ/μ) ∫₋₁¹ dν/(μ−ν)
  = (ΔεΔE/2π²) ∫₁^∞ (dμ/μ) ln[(μ+1)/(μ−1)].

With t = 1/μ, the logarithm is 2(t + t³/3 + t⁵/5 + …), and dμ/μ becomes dt/t on 0 < t < 1. The integral is therefore 2(1 + 1/9 + 1/25 + …) = π²/4, and M = ΔεΔE/8. Terms involving the other wall carry oscillating phases and drop out in the limit.

For permittivities ε₁ and ε₂ on the two sides, continuity of D_x gives

ΔE = D_x(1/ε₂ − 1/ε₁) = −D_xΔε/(ε₁ε₂).

Since M is missing from the product, its value at the wall tends to

D_x − M = D_x[1 + (Δε)²/(8ε₁ε₂)].

The offset does not shrink with N. The region it affects narrows, so the product can still converge in the mean. For weak contrast the offset is quadratic in Δε and harmless; for permittivities 1 and 2 it is 1/16 of D_x. For air against a metal with large |ε_m| it grows as ε_m/8.

For ε_m = −20+30i the predicted relative offset is −2.75+3.75i. A trial D with kinks at both walls gives −2.80+3.81i at N = 160, within 2 per cent of the predicted magnitude. The spurious wall value exceeds the true one several times.

The inverse rule starts instead from E_x = (1/ε)D_x. Here one factor is continuous, with coefficients of order m⁻², and the omitted double sum scales as N²·N⁻¹·N⁻² = N⁻¹. Laurent's rule is suitable for this product. Solving it for D_x gives

D_x = A⁻¹E_x.

For the same trial field the relative wall error falls from 0.0095 at N = 40 to 0.0019 at N = 160.

**4. Three mode equations**

From here h, e and s are the coefficient vectors of H, E_x and E_z, and a prime means d/dz. The second field equation gives iKh = −iD_z, hence D_z = −Kh. Laurent's rule is right for εE_z, so D_z = Ts and

s = −T⁻¹Kh.

Inserting this in the third equation gives

e' = ih + iKs = −i(KT⁻¹K − 1)h.

The first equation gives D_x = −ih'. Write e = BD_x = −iBh'. Differentiating and equating the two expressions for e' yields

Bh'' = Gh, G = KT⁻¹K − 1.

Li's factorisation has B = A. Laurent's rule in both products has D_x = Te, hence B = T⁻¹ with the same G. The inverse rule in both has s = AD_z, hence B = A and G = KAK − 1.

A mode varies as exp(−qz) and satisfies Gw = q²Bw. Its effective index n_eff obeys n_eff² = −q².

In transverse-electric polarisation the product is εE_y. E_y is tangential to every wall and continuous, so Laurent's rule is appropriate.

**5. Stability of the inverses**

Both T and A are inverted, so their inverses must stay bounded as N grows. Take a coefficient vector c of unit length and let f(x) be the function it represents. Then

c†Tc = average over one period of ε(x)|f(x)|².

The weights |f|² average to one. The result therefore lies on the straight segment joining the two permittivities in the complex plane. If δ is the distance of that segment from zero, then

|Tc| ≥ |c†Tc| ≥ δ,

so the smallest singular value of T is at least δ for every N. The same argument applies to A with the reciprocal permittivities.

For 1 and −20+30i, the line joining them has its nearest point to zero inside the segment, and

δ = 30/√(21² + 30²) = 0.819.

The smallest singular value of T at N = 160 is 0.888. For A the bound is 0.0227 and the value 0.0230, so A⁻¹ is large but bounded.

For a metal with negative real permittivity and vanishing loss, the segment passes through zero and the bound disappears. This does not prove that a given truncation fails, but it removes the guarantee. For large |ε_m| the bound δ is about Im ε_m/|ε_m|, so this ratio matters and not Im ε_m alone. It is 0.83 for the model metal and 0.21 for −600+130i. In the latter case the sequences are far less regular: Laurent's emissivity is 0.058, 0.170, 0.039 and 0.036 at N = 20, 40, 80 and 160, and Li's mode error varies tenfold between N = 38 and 42. The regular sequences below are those of the model metal.

**6. Error of the mode eigenvalues**

Each truncated mode equation can be written as a larger linear system whose truncation keeps the first orders of every unknown. Let L(q²)u = 0 be the untruncated system, linear in q², with left vector v satisfying v†L(q²) = 0. Let u_N, v_N and q_N² belong to the truncated system, with zeros in the omitted orders. Then v_N†L(q_N²)u_N = 0. Writing L(q_N²) = L(q²) + (q_N² − q²)C gives

(q_N² − q²) v_N†Cu_N = −v_N†L(q²)u_N
  = −(v_N − v)†L(q²)(u_N − u).

The last step is an identity, because L(q²)u = 0 and v†L(q²) = 0. For a simple mode, v_N†Cu_N tends to a non-zero number. The eigenvalue error is thus a product of two field errors. Below, the errors of the retained coefficients are assumed to scale like the omitted ones near n = N. The results are scaling estimates and not theorems.

Li's factorisation: with u = (s, h) the system is

Ts + Kh = 0
Ks + h + q²Ah = 0.

Both E_z and H are continuous, but their x-derivatives jump. Two integrations by parts give coefficients of order n⁻². The products containing T, A or 1 then contribute of order Σ n⁻⁴ ~ N⁻³, summed over n > N. The products containing K look larger, since Σ n·n⁻⁴ ~ N⁻². However, a kink with derivative jump J gives the coefficient −J exp(−ik_n x_w)/(Λk_n²). For two kinks at the same wall the phases cancel, and the product with k_n is proportional to k_n⁻³. This is odd in k_n, so orders n and −n cancel to leading order and leave N⁻³. For kinks at different walls the phase oscillates with n, and the tail of Σ n⁻³ exp(iαn) is also of order N⁻³. This covers the omitted orders. For the retained ones, let δs and δh be the errors of s and h. Subtracting the exact first equation from the truncated one gives Kδh = −Tδs + Σ T_nm s_m, with the sum over |m| > N. Both terms on the right are of order N⁻², apart from a logarithmic factor near |n| = N that is integrable and leaves the order of the sum below unchanged. The same then holds for Kδh, although K grows with n. The second equation limits Kδs in the same way. Multiplied by errors of the left vector, also of order N⁻², and summed over about 2N orders, these terms again give N⁻³. The estimate is

|q_N² − q²| ~ N⁻³.

Laurent's rule in both products: B = T⁻¹ brings in y = T⁻¹h, the coefficient vector of H/ε. The system becomes

Ts + Kh = 0
Ks + h + q²y = 0
q²(h − Ty) = 0.

H/ε jumps, so y_n is of order n⁻¹. The error now contains a product of two errors of y through T. Its double sum scales as N²·N⁻¹·N⁻¹·N⁻¹ = N⁻¹, where the third N⁻¹ comes from T_nm ~ 1/(n−m). The estimate is N⁻¹.

The inverse rule in both products: the system is (KAK − 1 − q²A)h = 0. The error contains Kh twice, and Kh represents the jumping derivative of H, with coefficients of order n⁻¹. The estimate is again N⁻¹. The second use of the inverse rule replaces the continuous E_z by the jumping D_z as the expanded field.

**7. Comparison with the exact groove mode**

The mode eigenvalues can be found without Fourier series. In material j let β_j² = ε_j − n_eff². Both H and (1/ε)∂xH are continuous, and a layer of width w_j carries this pair across by the matrix

[ cos β_jw_j     (ε_j/β_j) sin β_jw_j ]
[ −(β_j/ε_j) sin β_jw_j     cos β_jw_j ].

Its determinant is one. Over a period the Bloch factors are exp(±iΛ sin θ), so the trace of the product of two such matrices is 2cos(Λ sin θ). With ρ = β₁ε₂/(β₂ε₁),

cos(Λ sin θ) = cos β₁w₁ cos β₂w₂ − ½(ρ + 1/ρ) sin β₁w₁ sin β₂w₂.

The model parameters are λ = 4 µm, period 3 µm, groove width 1.2 µm, groove depth 1 µm, θ = 30° and ε_m = −20+30i. The fundamental groove mode has n_eff² = 1.1609+0.0946i. The positive imaginary part means that the mode is attenuated along z.

The absolute errors of n_eff² are:

N    Laurent    Li    inverse in both
20    9.1×10⁻²    1.0×10⁻⁴    5.7×10⁻²
40    4.0×10⁻²    9.7×10⁻⁶    2.7×10⁻²
80    1.8×10⁻²    1.0×10⁻⁶    1.3×10⁻²
160    8.4×10⁻³    1.1×10⁻⁷    7.2×10⁻³

Logarithmic fits to these four truncations give slopes −1.15, −3.26 and −1.00. In Li's column successive doublings reduce the error by factors 10.3, 9.6 and 8.9, moving towards the 2³ = 8 of the estimate. In Laurent's column the factors are 2.28, 2.24 and 2.13, moving towards 2. In the last column they are 2.10, 2.05 and 1.83; the final value lies below 2, so this sequence has not settled into a pure power.

The groove fills 0.4 of the period, and every N here is a multiple of 5. The phase 2π·0.4·N is then the same at each truncation, which avoids one source of scatter in the fits. The scatter is not small: for N = 81 to 84 Li's error ranges from 0.6×10⁻⁶ to 2.0×10⁻⁶, against 1.0×10⁻⁶ at N = 80.

**8. From modes to emissivity**

Let W contain the modes as columns, let q be the diagonal matrix of roots with Re q ≥ 0, and let X = exp(−qd). In the grating

h(z) = W[exp(−qz)a₊ + exp(−q(d−z))a₋].

Neither exponential exceeds one in magnitude inside the layer, which avoids numerical overflow.

Above the grating let γ_n = √(1−k_n²), positive real or positive imaginary, let γ be the diagonal matrix of these values, and let R_n be the reflected amplitudes. With u₀ the unit vector of order zero,

h(0) = u₀ + R
h'(0⁻) = iγ₀u₀ − iγR = 2iγ₀u₀ − iγh(0).

In air h' = ie, and in the grating Bh' = ie. Continuity of E_x therefore equates Bh'(0⁺) with the last expression. In the substrate each order varies as exp[iγ_n^s(z−d)], with γ_n^s = √(ε_m−k_n²) and Im γ_n^s > 0. There h'/ε_m = ie, so Bh'(d) = iYh(d) with Y = γ^s/ε_m. Inserting the modes gives

(−BWq + iγW)a₊ + (BWq + iγW)Xa₋ = 2iγ₀u₀
−(BWq + iYW)Xa₊ + (BWq − iYW)a₋ = 0.

For a uniform film T and A are multiples of the unit matrix, and the three factorisations coincide. In that limit the reflected amplitude was tested against the Airy formula for a film of permittivity 4 on the metal; they agree to better than 10⁻¹⁰.

For emission, assume a uniform temperature. By the fluctuation–dissipation theorem the thermal currents at different points are uncorrelated, with strength proportional to Im ε. By Lorentz reciprocity the amplitude that a current sends in a given direction is proportional to its overlap with the field excited by the reversed plane wave. Averaging the squared amplitude gives an emitted power proportional to ∫Im ε|E|². The absorbed power of the reversed wave is proportional to the same integral. The common factor is fixed by a black body, so emissivity equals absorptance for that direction and polarisation.

To fix the normalisation, the field equations give

∇·(E×H*) = H*·(∇×E) − E·(∇×H*) = i|H|² − iε*|E|².

The real part is −Im ε|E|². The incident wave carries flux γ₀ in the same units, and the thick lossy substrate lets no power through. Hence

emissivity = 1 − Σ_n Re(γ_n)|R_n|²/γ₀
  = (1/Λγ₀) ∫ Im ε|E|² dx dz,

where the integral covers one period of the grating and the substrate.

**9. Reading the emissivities**

The spacing of k_n is λ/period = 4/3. Orders −1, 0 and 1 have k_n = −0.833, 0.500 and 1.833, so two reflected orders propagate. A separate solution with piecewise polynomials fitted to the walls, which uses no Fourier factorisation in the grating, supplies the reference. Refining it changes the two propagating amplitudes by about 10⁻⁶. Its emissivity is 0.3861 from the flux balance and from the loss integral alike. The ridges contribute 0.2866 and the substrate 0.0995, so about 74 per cent of the emission originates in the ridges. Flat metal has emissivity 0.2997 at this angle; the grating raises it by a factor 1.29.

The truncated calculations give the emissivities in the second and third columns. The last two columns are absolute errors of the pair of propagating amplitudes, for unit incident amplitude.

N    Laurent    Li    Laurent error    Li error
10    0.5018    0.3932    1.6×10⁻¹    5.6×10⁻³
20    0.4428    0.3887    9.5×10⁻²    2.1×10⁻³
40    0.4093    0.3871    4.6×10⁻²    8.3×10⁻⁴
80    0.3968    0.3865    2.2×10⁻²    3.4×10⁻⁴
160    0.3915    0.3862    1.0×10⁻²    1.4×10⁻⁴

At N = 10 Laurent's rule overestimates the emissivity by 30 per cent of the reference value, and Li's by 2 per cent. From N = 20 to 160 the fitted slopes of the amplitude errors are −1.06 and −1.30. Li's advantage in the amplitudes is thus mainly a smaller prefactor, with a modest gain in rate: the ratio of the two errors grows from 45 at N = 20 to 75 at N = 160. The N⁻³ law of a mode must not be used to predict the error of the emissivity.

A plausible cause of the slower amplitude convergence is the field at the groove corners, which the mode problem does not contain. If H varies there as a constant plus r^τ, its coefficients along the interface fall as n^(−1−τ). The matching multiplies their square by γ_n ~ n, and the omitted sum scales as N^(−2τ). For a perfectly conducting right-angled ridge corner τ = 2/3, which would give a slope of −4/3. The measured −1.30 is close to this, but the present metal is not a perfect conductor and its exponent differs slightly. Matching H and its normal derivative divided by ε on the faces of a right-angled wedge gives cos(πτ/2) = (ε_m − 1)/[2(ε_m + 1)], hence 2 Re τ = 1.31 for the model metal. For ε = 4+i, however, the same formula gives 1.60, while the amplitudes converge with a slope near −1.9 for N from 20 to 160. The explanation remains a conjecture.

**10. Estimating the remaining error**

In practice no reference is available, and the change on doubling N must serve. If the error falls as N^(−p), the change from N/2 to N is 2^p − 1 times the error left at N. With Laurent's rule and p ≈ 1 the two are equal. From N = 80 to 160 the emissivity changes by 0.0053, and the remaining error is 0.0054. A small change is no sign that the error is much smaller still.

For Li's rule, taking p = 1.30 from the amplitudes gives 2^1.30 − 1 = 1.46. The last change is 0.00024, so the estimated remaining error is 0.00024/1.46 = 0.00016, against 0.00017 found from the reference.

The regular error also permits extrapolation. With p = 1, Laurent's last two values give 2×0.39151 − 0.39680 = 0.3862, close to the reference. The preceding pair gives 2×0.39680 − 0.40933 = 0.3843, so the very close agreement of the last pair is partly fortuitous. The smoothness also depends on keeping N a multiple of 5: Laurent's error varies between 0.0104 and 0.0138 for N = 80 to 84, and from N = 42 to 84 the change is 0.0083 while the remaining error is 0.0110. Extrapolation needs a smooth sequence, and successive pairs should be compared before it is trusted.

The assignment of rules rests on vertical walls, where E_x is the normal component. On a slanted or curved wall E_x and E_z each mix normal and tangential parts, and neither rule fits either Cartesian product. The factorisation must then be applied to the local normal and tangential components. The tabulated emissivities and errors are given with further digits in the numerical output.

Computed values

```
wavelength = 4.0 um, period = 3.0 um
groove width = 1.2 um, depth = 1.0 um
angle = 30 deg, metal permittivity = -20+30j
k_x/k0 of orders -1, 0, 1 = -0.8333 0.5000 1.8333
N=40: relative wall error, Laurent = -2.9208+3.9583j
N=40: |relative wall error|, inverse = 0.00954
N=160: relative wall error, Laurent = -2.8043+3.8138j
N=160: |relative wall error|, inverse = 0.00190
predicted Laurent wall limit = -2.7519+3.7471j
[[eps]]: distance = 0.81923, min sing. = 0.88759
[[1/eps]]: distance = 0.02272, min sing. = 0.02298
exact groove mode n_eff^2 = 1.16086533+0.09458491j
reference mode error = 1.1e-09
reference emissivity = 0.38607
emissivity from Joule loss = 0.38607
  grating part = 0.28655, substrate part = 0.09951
reference amplitude change on refinement = 9.5e-07
flat-metal emissivity = 0.29970
n_eff^2 errors: N, Laurent, Li, inverse in both
  10 1.744e-01 1.025e-03 1.419e-01
  20 9.085e-02 1.004e-04 5.685e-02
  40 3.990e-02 9.704e-06 2.707e-02
  80 1.784e-02 1.016e-06 1.319e-02
 160 8.375e-03 1.143e-07 7.212e-03
emissivity: N, Laurent, Li
  10 0.50180 0.39324
  20 0.44280 0.38874
  40 0.40933 0.38711
  80 0.39680 0.38648
 160 0.39151 0.38624
amplitude errors: N, Laurent, Li
  10 1.558e-01 5.604e-03
  20 9.469e-02 2.082e-03
  40 4.582e-02 8.309e-04
  80 2.165e-02 3.390e-04
 160 1.040e-02 1.389e-04
fitted log-log slopes, N = 20 to 160:
  mode, laurent: -1.15
  mode, li: -3.26
  mode, inverse_both: -1.00
  amplitude, laurent: -1.06
  amplitude, li: -1.30
```
